# Reflection Changes in a Multilayer: The Squared Complex Field: a program that tests the result

```python
"""
Result under test: for a multilayer at normal incidence, time factor exp(-i w t),
    dr = (i k0 / 2) * integral of deps(z) * E(z)**2 dz   (first order in deps)
r    : reflection amplitude referred to the top surface z = 0
k0   : vacuum wavenumber (1/nm);  eps : complex relative permittivity, Im eps >= 0
E    : total electric field for an incident wave of unit amplitude
The reflection amplitude comes from a Fresnel recursion that never uses the
internal field; the field comes from a separate integration of E'' + k0^2 eps E = 0.
Lengths are in nm. Optical constants are rough typical values.
"""
import numpy as np
from scipy import constants
from scipy.special import ndtr

NODES, WEIGHTS = np.polynomial.legendre.leggauss(12)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def reflection(widths, eps, eps_sub, wavelength, degrees=0.0, p_polarized=False):
    """Reflection amplitude of the electric field by Fresnel recursion."""
    k = 2 * np.pi / wavelength
    e = np.concatenate(([1.0], eps, [eps_sub])).astype(complex)
    q = np.sqrt(k**2 * e - (k * np.sin(np.radians(degrees)))**2)
    y = q / e if p_polarized else q
    fresnel = (y[:-1] - y[1:]) / (y[:-1] + y[1:])
    phase = np.exp(2j * q[1:-1] * widths)
    r = fresnel[-1]
    for f, ph in zip(fresnel[-2::-1], phase[::-1]):
        r = (f + r * ph) / (1 + f * r * ph)
    return -r if p_polarized else r


def field(widths, eps, eps_sub, wavelength):
    """Field at the Gauss nodes of each layer and at each layer's lower face."""
    k = 2 * np.pi / wavelength
    value, slope = 1.0 + 0j, 1j * k * np.sqrt(complex(eps_sub))
    samples = np.zeros((len(widths), len(NODES)), complex)
    lower = np.zeros(len(widths), complex)
    for j in range(len(widths) - 1, -1, -1):
        q, d = k * np.sqrt(complex(eps[j])), widths[j]
        s = -(1 - NODES) * d
        samples[j] = value * np.cos(q * s) + slope * np.sin(q * s) / q
        lower[j] = value
        c, sn = np.cos(q * d), np.sin(q * d)
        value, slope = value * c - slope * sn / q, slope * c + value * q * sn
    incident = (value + slope / (1j * k)) / 2
    return samples / incident, lower / incident


def layer_integrals(widths, integrand):
    return widths * (integrand @ WEIGHTS)


# ---------------- mirror ----------------
lam = 13.5
k0 = 2 * np.pi / lam
n_mo, n_si, n_sub, n_ru = 0.92 + 0.006j, 1.00 + 0.002j, 0.98 + 0.01j, 0.89 + 0.017j
eps_mo, eps_si, eps_sub = n_mo**2, n_si**2, n_sub**2
pairs, mo_fraction = 40, 0.4
eps = np.tile([eps_si, eps_mo], pairs)


def make_widths(period, count=pairs):
    return np.tile([(1 - mo_fraction) * period, mo_fraction * period], count)


periods = np.arange(680, 721) / 100
scan = [abs(reflection(make_widths(d), eps, eps_sub, lam))**2 for d in periods]
best = int(np.argmax(scan))
assert 0 < best < len(periods) - 1
period = periods[best]
widths = make_widths(period)
r0 = reflection(widths, eps, eps_sub, lam)
R0 = abs(r0)**2
E, E_lower = field(widths, eps, eps_sub, lam)
S = layer_integrals(widths, E**2)
J = layer_integrals(widths, abs(E)**2)

# ---------------- finite-change identity ----------------
rng = np.random.default_rng(4)
big = 0.02 * rng.normal(size=2 * pairs) + 0.01j * rng.random(2 * pairs)
E_big, _ = field(widths, eps + big, eps_sub, lam)
lhs = reflection(widths, eps + big, eps_sub, lam) - r0
rhs = 0.5j * k0 * np.sum(big * layer_integrals(widths, E * E_big))
identity_error = abs(lhs - rhs)
assert abs(lhs) > 1e-3 and identity_error < 1e-10

# ---------------- derivative in every layer, real and imaginary steps ----------------
step = 1e-5
derivative = 0.5j * k0 * S
derivative_error = 0.0
numeric = np.zeros(2 * pairs, complex)
for direction in (1.0, 1j):
    for j in range(2 * pairs):
        change = np.zeros(2 * pairs, complex)
        change[j] = step * direction
        numeric[j] = (reflection(widths, eps + change, eps_sub, lam)
                      - reflection(widths, eps - change, eps_sub, lam)) / (2 * step * direction)
    derivative_error = max(derivative_error,
                           np.max(abs(numeric - derivative)) / np.max(abs(derivative)))
assert derivative_error < 1e-6
# the version with |E|^2, even with the best constant phase of r, must fail here
intensity_version = 0.5j * k0 * (r0 / abs(r0)) * J
intensity_error = np.max(abs(numeric - intensity_version)) / np.max(abs(numeric))
assert intensity_error > 1e-2

# ---------------- the remainder is quadratic ----------------
is_mo = np.arange(2 * pairs) % 2 == 1
density_shape = np.where(is_mo, -(eps_mo - 1), 0)


def remainder(fraction):
    d = fraction * density_shape
    return abs(reflection(widths, eps + d, eps_sub, lam) - r0 - np.sum(derivative * d))


remainder_ratio = remainder(0.002) / remainder(0.001)
assert abs(remainder_ratio - 4) < 0.2

# ---------------- displacement of single interfaces ----------------
h = 1e-4
shift_error, shift_max = 0.0, 0.0
for j in range(0, 2 * pairs - 1, 3):
    move = np.zeros(2 * pairs)
    move[j], move[j + 1] = h, -h
    slope_num = (reflection(widths + move, eps, eps_sub, lam)
                 - reflection(widths - move, eps, eps_sub, lam)) / (2 * h)
    slope_formula = 0.5j * k0 * (eps[j] - eps[j + 1]) * E_lower[j]**2
    shift_error = max(shift_error, abs(slope_num - slope_formula))
    shift_max = max(shift_max, abs(slope_num))
assert shift_error < 1e-5 * shift_max
top_shift = 0.5j * k0 * (eps[0] - eps[1]) * E_lower[0]**2

# ---------------- weak film in vacuum: fixes sign and prefactor ----------------
weak, thickness = 1e-5, 2.0
film = reflection(np.array([thickness]), np.array([1 + weak]), 1.0, lam)
film_formula = weak / 4 * (np.exp(2j * k0 * thickness) - 1)
assert abs(film - film_formula) < 1e-4 * abs(film)

# ---------------- energy balance ----------------
T = n_sub.real * abs(E_lower[-1])**2
absorbed = k0 * np.sum(eps.imag * J)
assert abs(1 - R0 - T - absorbed) < 1e-10

# ---------------- lossless total reflection: E^2 = r |E|^2 ----------------
many = 300
w_ll = make_widths(period, many)
e_ll = np.tile([n_si.real**2, n_mo.real**2], many)
r_ll = reflection(w_ll, e_ll, n_sub.real**2, lam)
E_ll, _ = field(w_ll, e_ll, n_sub.real**2, lam)
lossless_error = np.max(abs(E_ll**2 - r_ll * abs(E_ll)**2))
assert abs(abs(r_ll) - 1) < 1e-8 and lossless_error < 1e-7

# ---------------- example: density loss in molybdenum ----------------
loss = 0.02
d_full = loss * density_shape
cases = [("all Mo, full change", d_full),
         ("all Mo, real part only", d_full.real + 0j),
         ("all Mo, imag part only", 1j * d_full.imag),
         ("top Mo only, full change", np.where(np.arange(2 * pairs) == 1, d_full, 0))]

# ---------------- interdiffused interfaces ----------------
sigma = 0.5


def graded(slices):
    """Sharp and Gaussian-smoothed profiles on the same slices."""
    w = np.repeat(widths / slices, slices)
    z = np.cumsum(w) - w / 2
    faces = np.cumsum(widths)[:-1]
    smooth = eps[0] + ndtr((z[:, None] - faces[None, :]) / sigma) @ np.diff(eps)
    return w, np.repeat(eps, slices), smooth


w_g, sharp_g, smooth_g = graded(30)
r_graded = reflection(w_g, smooth_g, eps_sub, lam)
E_g, _ = field(w_g, sharp_g, eps_sub, lam)
dr_graded = 0.5j * k0 * np.sum((smooth_g - sharp_g) * layer_integrals(w_g, E_g**2))
w_f, _, smooth_f = graded(60)
R_fine = abs(reflection(w_f, smooth_f, eps_sub, lam))**2
assert abs(R_fine - abs(r_graded)**2) < 1e-3


def uniform_mo_derivative(degrees, p_polarized):
    d = np.where(is_mo, step, 0)
    return (reflection(widths, eps + d, eps_sub, lam, degrees, p_polarized)
            - reflection(widths, eps - d, eps_sub, lam, degrees, p_polarized)) / (2 * step)


D0 = uniform_mo_derivative(0.0, False)

# ---------------- output ----------------
energy = constants.h * constants.c / (lam * 1e-9) / constants.e
print(f"wavelength {lam} nm, photon energy {energy:.2f} eV, k0 {k0:.5f} 1/nm")
print(f"rough indices: Mo {n_mo:.3f}, Si {n_si:.3f}")
print(f"rough indices: substrate {n_sub:.3f}, Ru {n_ru:.3f}")
print(f"permittivity: Mo {eps_mo:.5f}, Si {eps_si:.5f}")
print(f"bilayers {pairs}, period {period:.2f} nm")
print(f"layer widths: Si {widths[0]:.3f} nm, Mo {widths[1]:.3f} nm")
print(f"r = {r0:.5f}, |r| = {abs(r0):.5f}, R = {R0:.5f}")
print(f"absorbed {absorbed:.5f}, into substrate {T:.2e}")
print("S = int E^2 dz, J = int |E|^2 dz per layer; phase of S/r")
for b in (1, 2, 5, 10, 20, 40):
    i, m = 2 * b - 2, 2 * b - 1
    print(f"bilayer {b:2d} Si: |S| {abs(S[i]):.4f} nm, J {J[i]:.4f} nm, "
          f"phase {np.degrees(np.angle(S[i] / r0)):.1f} deg")
    print(f"bilayer {b:2d} Mo: |S| {abs(S[m]):.4f} nm, J {J[m]:.4f} nm, "
          f"phase {np.degrees(np.angle(S[m] / r0)):.1f} deg")
print(f"sum of S over Mo layers {np.sum(S[is_mo]):.4f} nm")
print(f"dr/deps, all Mo together {D0:.4f}")
print(f"Mo density loss {100 * loss:.1f} %, deps in Mo {d_full[1]:.6f}")
for name, d in cases:
    exact = abs(reflection(widths, eps + d, eps_sub, lam))**2 - R0
    linear = 2 * np.real(np.conj(r0) * np.sum(derivative * d))
    intensity = -k0 * abs(r0) * np.sum(d.imag * J)
    print(f"{name}: dR exact {exact:.6f}, E^2 {linear:.6f}, |E|^2 {intensity:.6f}")
r_full = reflection(widths, eps + d_full, eps_sub, lam)
dr_full = np.sum(derivative * d_full)
phase_exact, phase_linear = np.angle(r_full / r0), np.imag(dr_full / r0)
print(f"all Mo: dr exact {r_full - r0:.6f}, linear {dr_full:.6f}")
print(f"phase change: exact {1e3 * phase_exact:.3f} mrad, linear {1e3 * phase_linear:.3f} mrad")
print(f"equivalent mirror height {1e3 * abs(phase_exact) / (2 * k0):.2f} pm")
print(f"top Si/Mo interface: dr/dh {top_shift:.5f} 1/nm")
print(f"  dR/dh {2 * np.real(np.conj(r0) * top_shift):.5f} 1/nm")
print(f"finite-change identity: |r2-r1| {abs(lhs):.4f}, mismatch {identity_error:.1e}")
print(f"worst derivative error: E^2 {derivative_error:.1e}, |E|^2 {intensity_error:.3f}")
print(f"remainder ratio on doubling the change {remainder_ratio:.3f}")
print(f"lossless stack: largest |E^2 - r|E|^2| {lossless_error:.1e}")
R_lin_graded = R0 + 2 * np.real(np.conj(r0) * dr_graded)
print(f"interdiffusion {sigma} nm: R exact {abs(r_graded)**2:.5f}, linear {R_lin_graded:.5f}")
for label, pol in (("s", False), ("p", True)):
    R6 = abs(reflection(widths, eps, eps_sub, lam, 6.0, pol))**2
    D6 = uniform_mo_derivative(6.0, pol)
    print(f"6 deg, {label}: R {R6:.5f}, change of dr/deps {100 * abs(D6 - D0) / abs(D0):.2f} %")
for factor in (0.99, 1.01):
    R_band = abs(reflection(widths, eps, eps_sub, lam * factor))**2
    print(f"wavelength {lam * factor:.3f} nm, same indices: R {R_band:.5f}")
cap = 2.5
R_cap = abs(reflection(np.r_[cap, widths], np.r_[n_ru**2, eps], eps_sub, lam))**2
print(f"Ru cap {cap} nm added on top: R {R_cap:.5f}")
print("finished without a failed check")
```

It prints:

```
wavelength 13.5 nm, photon energy 91.84 eV, k0 0.46542 1/nm
rough indices: Mo 0.920+0.006j, Si 1.000+0.002j
rough indices: substrate 0.980+0.010j, Ru 0.890+0.017j
permittivity: Mo 0.84636+0.01104j, Si 1.00000+0.00400j
bilayers 40, period 6.92 nm
layer widths: Si 4.152 nm, Mo 2.768 nm
r = -0.86183-0.05137j, |r| = 0.86336, R = 0.74539
absorbed 0.24737, into substrate 7.24e-03
S = int E^2 dz, J = int |E|^2 dz per layer; phase of S/r
bilayer  1 Si: |S| 8.2255 nm, J 8.2762 nm, phase -3.6 deg
bilayer  1 Mo: |S| 3.6544 nm, J 3.6783 nm, phase 7.5 deg
bilayer  2 Si: |S| 7.0837 nm, J 7.1278 nm, phase -3.5 deg
bilayer  2 Mo: |S| 3.1479 nm, J 3.1687 nm, phase 7.6 deg
bilayer  5 Si: |S| 4.5234 nm, J 4.5527 nm, phase -3.4 deg
bilayer  5 Mo: |S| 2.0123 nm, J 2.0262 nm, phase 7.9 deg
bilayer 10 Si: |S| 2.1395 nm, J 2.1550 nm, phase -3.4 deg
bilayer 10 Mo: |S| 0.9550 nm, J 0.9624 nm, phase 8.6 deg
bilayer 20 Si: |S| 0.4730 nm, J 0.4794 nm, phase -4.9 deg
bilayer 20 Mo: |S| 0.2160 nm, J 0.2192 nm, phase 11.6 deg
bilayer 40 Si: |S| 0.0153 nm, J 0.0309 nm, phase -82.3 deg
bilayer 40 Mo: |S| 0.0168 nm, J 0.0217 nm, phase 75.7 deg
sum of S over Mo layers -25.7087-5.5516j nm
dr/deps, all Mo together 1.2919-5.9827j
Mo density loss 2.0 %, deps in Mo 0.003073-0.000221j
all Mo, full change: dR exact -0.002742, E^2 -0.002648, |E|^2 0.002362
all Mo, real part only: dR exact -0.005113, E^2 -0.004954, |E|^2 -0.000000
all Mo, imag part only: dR exact 0.002311, E^2 0.002306, |E|^2 0.002362
top Mo only, full change: dR exact -0.000268, E^2 -0.000268, |E|^2 0.000326
all Mo: dr exact 0.002932-0.018932j, linear 0.002649-0.018668j
phase change: exact 22.135 mrad, linear 21.767 mrad
equivalent mirror height 23.78 pm
top Si/Mo interface: dr/dh 0.00640-0.11088j 1/nm
  dR/dh 0.00036 1/nm
finite-change identity: |r2-r1| 0.1236, mismatch 5.9e-16
worst derivative error: E^2 1.7e-10, |E|^2 0.063
remainder ratio on doubling the change 4.004
lossless stack: largest |E^2 - r|E|^2| 7.8e-15
interdiffusion 0.5 nm: R exact 0.71695, linear 0.72018
6 deg, s: R 0.73879, change of dr/deps 28.68 %
6 deg, p: R 0.73023, change of dr/deps 29.59 %
wavelength 13.365 nm, same indices: R 0.72506
wavelength 13.635 nm, same indices: R 0.71727
Ru cap 2.5 nm added on top: R 0.74832
finished without a failed check
```
